\section{Symmetric and antisymmetric squares}

\subsection{A doublet under a quarter turn}

Take two functions of cubic symmetry,
\begin{equation}
u=\frac{2z^2-x^2-y^2}{\sqrt6},\qquad v=\frac{x^2-y^2}{\sqrt2},
\label{eq:uv}
\end{equation}
and turn them by $90^\circ$ about $z$. The squares $x^2$ and $y^2$ change places, so $u\to u$ and $v\to -v$. The trace of this operation on the doublet is $1-1=0$.

Now let two particles each occupy the doublet. Write $uv$ for the product with particle 1 in $u$ and particle 2 in $v$. Three combinations are symmetric under exchange of the particles, and one is antisymmetric:
\begin{equation}
\begin{aligned}
uu&\to uu, & vv&\to vv,\\
uv+vu&\to-(uv+vu), & uv-vu&\to-(uv-vu).
\end{aligned}
\label{eq:opening}
\end{equation}
The trace is $1+1-1=1$ on the symmetric combinations and $-1$ on the antisymmetric one. The sum of the two, zero, is the square of the one-particle trace. Their difference is $2$, which is the trace of the \emph{repeated} operation: a half turn about $z$ leaves both $u$ and $v$ unchanged. The two traces are therefore $\frac12(0\pm2)$. This pattern holds for every representation.

\subsection{The general formula}

Let $D$ be a representation of a group on a space $V$ of finite dimension $n$, with basis $e_1,\dots,e_n$ and
\begin{equation}
D(g)e_k=\sum_i e_i D_{ik}(g),\qquad \chi(g)=\sum_i D_{ii}(g).
\label{eq:rep}
\end{equation}
On $V\otimes V$ the same group element acts on both factors:
\begin{equation}
(D\otimes D)(e_k\otimes e_l)=\sum_{ij}D_{ik}D_{jl}\,e_i\otimes e_j .
\label{eq:prod}
\end{equation}
Define the exchange $P$ by $P(a\otimes b)=b\otimes a$. It commutes with $D\otimes D$, because both orders of operation turn $a\otimes b$ into $Db\otimes Da$. Since $P^2=1$, the operators
\begin{equation}
\Pi_\pm=\tfrac12(1\pm P)
\label{eq:proj}
\end{equation}
are projectors onto the symmetric ($+$) and antisymmetric ($-$) subspaces. They commute with $D\otimes D$ too, so each subspace is carried into itself. The representations on these subspaces are the symmetric square $[D^2]$ and the antisymmetric square $\{D^2\}$.

The trace over one subspace equals the trace of $\Pi_\pm(D\otimes D)$ over all of $V\otimes V$, since $\Pi_\pm$ removes the other subspace. Hence
\begin{equation}
\chi_\pm(g)=\tfrac12\operatorname{Tr}(D\otimes D)\pm\tfrac12\operatorname{Tr}\,[P(D\otimes D)].
\label{eq:twotraces}
\end{equation}
For the first trace, the coefficient of $e_k\otimes e_l$ in \eqref{eq:prod} is $D_{kk}D_{ll}$, and
\begin{equation}
\operatorname{Tr}(D\otimes D)=\sum_{kl}D_{kk}D_{ll}=\chi(g)^2 .
\label{eq:first}
\end{equation}
For the second, $P$ turns $e_i\otimes e_j$ in \eqref{eq:prod} into $e_j\otimes e_i$. This equals $e_k\otimes e_l$ when $j=k$ and $i=l$, so the diagonal coefficient is $D_{lk}D_{kl}$ and
\begin{equation}
\operatorname{Tr}\,[P(D\otimes D)]=\sum_{kl}D_{lk}D_{kl}=\operatorname{Tr}\,D(g)^2=\chi(g^2).
\label{eq:second}
\end{equation}
The last equality uses the representation property $D(g)D(g)=D(g^2)$. Together,
\begin{equation}
\boxed{\;\chi_\pm(g)=\tfrac12\left[\chi(g)^2\pm\chi(g^2)\right]\;}
\label{eq:main}
\end{equation}
Here $\chi(g)^2$ is the square of a number, with no complex conjugation, while $\chi(g^2)$ is the character of another group element. At the identity, \eqref{eq:main} gives $\frac12(n^2\pm n)$, the number of symmetric or antisymmetric pairs.

The derivation did not require $D$ to be unitary, irreducible or diagonalizable. It did require both factors to carry the same matrices. If the second factor carries an equivalent but different set, $D'=SDS^{-1}$, the factors must first be brought to a common basis with $S$. The representation property is also essential: if $D(g)D(g)=-D(g^2)$ for some $g$, as can happen for spin-$\frac12$ rotations labelled by spatial rotations alone, \eqref{eq:second} has the wrong sign there. One must then work in the double group, where the product law holds.

\subsection{Reading the formula through eigenvalues}

Let $\lambda_1,\dots,\lambda_n$ be the eigenvalues of $D(g)$. Then $\chi(g)=\sum_i\lambda_i$ and $\chi(g^2)=\sum_i\lambda_i^2$. Expanding the square gives
\begin{equation}
\chi(g)^2=\sum_i\lambda_i^2+2\sum_{i<j}\lambda_i\lambda_j ,
\label{eq:expand}
\end{equation}
and insertion in \eqref{eq:main} yields
\begin{equation}
\chi_+(g)=\sum_{i\le j}\lambda_i\lambda_j,\qquad
\chi_-(g)=\sum_{i<j}\lambda_i\lambda_j .
\label{eq:eigen}
\end{equation}
The symmetric square contains double occupation of one eigenvector; the antisymmetric square does not. For a quarter turn of an ordinary vector the eigenvalues are $1,i,-i$. The products of different eigenvalues add up to $i-i+1=1$, and the squares to $1-1-1=-1$. Thus $\chi_-=1$ and $\chi_+=1-1=0$.

\subsection{Characters and squares of elements in O}

The group O consists of the 24 proper rotations of a cube. Its classes are the identity, $8C_3$, $3C_2$ (half turns about the fourfold axes), $6C_4$, and $6C_2'$ (half turns about axes such as $[110]$). Rotations act on functions by $(gf)(\mathbf r)=f(R^{-1}\mathbf r)$.

The functions $x,y,z$ carry $T_1$. A rotation by $\theta$ has trace $1+2\cos\theta$, which gives $3,0,-1,1,-1$ in the order of the classes above.

Each rotation sends the coordinate function $x_i$ to $\varepsilon_i x_{\pi(i)}$, with signs $\varepsilon_i=\pm1$ and a permutation $\pi$ of the axes. Its determinant is $\operatorname{sgn}(\pi)\,\varepsilon_1\varepsilon_2\varepsilon_3=1$, so $xyz$ is multiplied by
\begin{equation}
\alpha(g)=\varepsilon_1\varepsilon_2\varepsilon_3=\operatorname{sgn}(\pi).
\label{eq:alpha}
\end{equation}
This is the irrep $A_2$. The permutation is even for $1$, $C_3$ and $C_2$. It interchanges two axes for $C_4$ and $C_2'$, where $\alpha=-1$.

The functions $yz,zx,xy$ carry $T_2$. Under $g$,
\begin{equation}
x_2x_3\to\varepsilon_2\varepsilon_3\,x_{\pi(2)}x_{\pi(3)}
=\alpha(g)\,\varepsilon_1\,x_{\pi(2)}x_{\pi(3)},
\end{equation}
because $\varepsilon_1^2=1$. The product on the right is the partner of $x_{\pi(1)}$, and the same holds for the other two functions. Therefore
\begin{equation}
D^{T_2}(g)=\alpha(g)\,D^{T_1}(g).
\label{eq:T2T1}
\end{equation}

Finally, $x^2,y^2,z^2$ are merely permuted, so their trace is the number of axes kept in place up to sign: $3,0,3,1,1$. Removing the invariant sum $x^2+y^2+z^2$ leaves $u$ and $v$, which carry $E$ with characters $2,-1,2,0,0$.

Squaring an element doubles its angle. A $C_3$ becomes a turn by $240^\circ$, again in $8C_3$; a $C_4$ becomes a $C_2$ about the same axis; both kinds of half turn become the identity.
\begin{center}
\begin{tabular}{lrrrrr}
$g$ & $1$ & $8C_3$ & $3C_2$ & $6C_4$ & $6C_2'$\\ \hline
class of $g^2$ & $1$ & $C_3$ & $1$ & $C_2$ & $1$\\
$A_1$ & 1 & 1 & 1 & 1 & 1\\
$A_2$ & 1 & 1 & 1 & $-1$ & $-1$\\
$E$ & 2 & $-1$ & 2 & 0 & 0\\
$T_1$ & 3 & 0 & $-1$ & 1 & $-1$\\
$T_2$ & 3 & 0 & $-1$ & $-1$ & 1
\end{tabular}
\end{center}
Irreducibility follows from the criterion that the class-weighted sum of $|\chi|^2$ equals the group order: $4+8+12=24$ for $E$, and $9+3+6+6=24$ for each triplet. The squared dimensions add to $1+1+4+9+9=24$, so the list is complete.

\subsection{The table of squares}

Inserting these rows in \eqref{eq:main}, class by class, gives the following table.
\begin{center}
\begin{tabular}{lrrrrr}
 & $1$ & $8C_3$ & $3C_2$ & $6C_4$ & $6C_2'$\\ \hline
$E$: $\chi(g)^2$ & 4 & 1 & 4 & 0 & 0\\
$E$: $\chi(g^2)$ & 2 & $-1$ & 2 & 2 & 2\\
$[E^2]$ & 3 & 0 & 3 & 1 & 1\\
$\{E^2\}$ & 1 & 1 & 1 & $-1$ & $-1$\\ \hline
$T_{1,2}$: $\chi(g)^2$ & 9 & 0 & 1 & 1 & 1\\
$T_{1,2}$: $\chi(g^2)$ & 3 & 0 & 3 & $-1$ & 3\\
$[T_{1,2}^2]$ & 6 & 0 & 2 & 0 & 2\\
$\{T_{1,2}^2\}$ & 3 & 0 & $-1$ & 1 & $-1$
\end{tabular}
\end{center}
The two triplets share their rows for a reason. By \eqref{eq:T2T1}, the matrices $D\otimes D$ differ by the factor $\alpha(g)^2=1$, so they are identical.

The characters of O are real, and the orthogonality of characters gives the multiplicity of an irrep $\Gamma$ as
\begin{equation}
n_\Gamma=\frac1{24}\sum_{c}N_c\,\chi_\Gamma(c)\,\chi_\pm(c),
\label{eq:red}
\end{equation}
with $N_c$ the number of elements in class $c$. For $[E^2]$,
\begin{equation}
\begin{aligned}
n_{A_1}&=(3+0+9+6+6)/24=1,\\
n_{A_2}&=(3+0+9-6-6)/24=0,\\
n_E&=(6+0+18+0+0)/24=1 .
\end{aligned}
\end{equation}
These fill all three dimensions. For the symmetric square of either triplet,
\begin{equation}
\begin{aligned}
n_{A_1}&=(6+0+6+0+12)/24=1,\\
n_{A_2}&=(6+0+6+0-12)/24=0,\\
n_E&=(12+0+12+0+0)/24=1,\\
n_{T_1}&=(18+0-6+0-12)/24=0,\\
n_{T_2}&=(18+0-6+0+12)/24=1 .
\end{aligned}
\end{equation}
The antisymmetric rows coincide with rows of the character table. In summary,
\begin{equation}
\begin{aligned}
[E^2]&=A_1+E, & \{E^2\}&=A_2,\\
[T_1^2]=[T_2^2]&=A_1+E+T_2, & \{T_1^2\}=\{T_2^2\}&=T_1 .
\end{aligned}
\label{eq:result}
\end{equation}

\subsection{Why the antisymmetric parts are $A_2$ and $T_1$}

For a doublet let $Du=au+cv$ and $Dv=bu+dv$. Then
\begin{equation}
\begin{aligned}
uv-vu\to{}&(au+cv)(bu+dv)-(bu+dv)(au+cv)\\
={}&(ad-bc)(uv-vu),
\end{aligned}
\end{equation}
where the order of factors is kept and the $uu$ and $vv$ terms cancel. The antisymmetric square of any doublet is thus its determinant, which for $E$ is $A_2$.

For a triplet the antisymmetric pairs are the components of a cross product. Let $D$ be a real orthogonal $3\times3$ matrix and $\mathbf r,\mathbf p,\mathbf q$ any vectors. The triple product is a determinant, so
\begin{equation}
(D\mathbf r)\cdot(D\mathbf p\times D\mathbf q)=\det D\;\mathbf r\cdot(\mathbf p\times\mathbf q).
\end{equation}
The left side is $\mathbf r\cdot D^{T}(D\mathbf p\times D\mathbf q)$. Since $\mathbf r$ is arbitrary and $DD^T=1$,
\begin{equation}
D\mathbf p\times D\mathbf q=(\det D)\,D(\mathbf p\times\mathbf q).
\label{eq:cross}
\end{equation}
For $T_1$, $\det D=1$ and the result is $T_1$. For $T_2$, \eqref{eq:T2T1} gives $\det D=\alpha^3=\alpha$, and $(\det D)D=\alpha^2D^{T_1}=D^{T_1}$. Two $T_2$ objects therefore combine antisymmetrically into $T_1$, not $T_2$.

\subsection{The coupled pair functions}

For $E\otimes E$ the normalized combinations are
\begin{equation}
\begin{aligned}
A_1:&\ \tfrac{1}{\sqrt2}(uu+vv),\qquad A_2:\ \tfrac1{\sqrt2}(uv-vu),\\
E:&\ s_u=\tfrac1{\sqrt2}(uu-vv),\quad s_v=-\tfrac1{\sqrt2}(uv+vu).
\end{aligned}
\label{eq:coupledE}
\end{equation}
The minus sign in $s_v$ makes the pair transform with the same matrices as $(u,v)$. To see this, note that $u$ and $v$ respond to the permutation of the axes alone, and that every permutation is generated by $x\leftrightarrow y$ and the cycle $x\to y\to z\to x$. The first gives $s_u\to s_u$, $s_v\to-s_v$, as required. Under the cycle, \eqref{eq:uv} gives
\begin{equation}
u\to-\tfrac12u+\tfrac{\sqrt3}2v,\qquad v\to-\tfrac{\sqrt3}2u-\tfrac12v .
\label{eq:cycle}
\end{equation}
Multiplying out the products,
\begin{equation}
\begin{aligned}
uu&\to\tfrac14uu+\tfrac34vv-\tfrac{\sqrt3}4(uv+vu),\\
vv&\to\tfrac34uu+\tfrac14vv+\tfrac{\sqrt3}4(uv+vu),\\
uv+vu&\to\tfrac{\sqrt3}2(uu-vv)-\tfrac12(uv+vu).
\end{aligned}
\end{equation}
The sum of the first two lines shows that $uu+vv$ is invariant. Their difference and the third line give
\begin{equation}
s_u\to-\tfrac12s_u+\tfrac{\sqrt3}2s_v,\qquad
s_v\to-\tfrac{\sqrt3}2s_u-\tfrac12s_v,
\end{equation}
in agreement with \eqref{eq:cycle}.

For a triplet, label the partners $1,2,3$, in the order $x,y,z$ or $yz,zx,xy$. The pairs transform like products of vector components, so
\begin{equation}
\begin{aligned}
A_1:&\ \tfrac1{\sqrt3}(11+22+33),\\
E:&\ \tfrac1{\sqrt6}(2\cdot33-11-22),\ \ \tfrac1{\sqrt2}(11-22),\\
T_2:&\ \tfrac1{\sqrt2}(23+32)\ \text{and cyclic},\\
T_1:&\ \tfrac1{\sqrt2}(23-32)\ \text{and cyclic}.
\end{aligned}
\label{eq:coupledT}
\end{equation}
Here $33$ denotes a pair function, and $2\cdot33$ is twice that function.

\subsection{Two electrons in a cubic shell}

The two-electron state must change sign when positions and spins are exchanged together. The spin singlet is antisymmetric and goes with the symmetric spatial square; the triplets are symmetric and go with the antisymmetric square. With \eqref{eq:result},
\begin{equation}
t_2^2:\ {}^1A_1,{}^1E,{}^1T_2,{}^3T_1;\qquad e^2:\ {}^1A_1,{}^1E,{}^3A_2 .
\label{eq:terms}
\end{equation}
The state counts are $1+2+3+9=15=\frac12\,6\cdot5$ and $1+2+3=6=\frac12\,4\cdot3$. If the electrons occupy two different shells, the restriction disappears: each product $ab'$ gives both $ab'+b'a$ and $ab'-b'a$, so every irrep in the product occurs as singlet and as triplet.

The energies follow from a model that keeps the repulsion $w$ within one shell of real orbitals and omits the common one-electron energy. Let $\langle ab|cd\rangle$ be the integral of $a(1)b(2)\,w\,c(1)d(2)$. For $a\ne b$ set $U=\langle aa|aa\rangle$, $U'=\langle ab|ab\rangle$ and $J=\langle ab|ba\rangle$. For real orbitals $\langle aa|bb\rangle=J$ as well, since the integrand contains the same factors. All other integrals vanish. In the $t_2$ shell each half turn $C_2$ reverses two of the three orbitals, so the numbers of times the three orbitals occur must be all even or all odd; three odd numbers cannot add to four. In the $e$ shell the quarter turn $v\to-v$ requires an even number of $v$'s.

Within the shell, $w$ therefore acts as
\begin{equation}
w\,ab=U'ab+J\,ba,\qquad w\,aa=U\,aa+J\sum_{b\ne a}bb .
\label{eq:w}
\end{equation}
The first relation gives $w(ab\pm ba)=(U'\pm J)(ab\pm ba)$. The second gives
\begin{equation}
w\sum_a c_a\,aa=\sum_a\Big[(U-J)c_a+J\sum_b c_b\Big]aa .
\end{equation}
When the coefficients add to zero the energy is $U-J$. When all $n$ coefficients are equal it is $U+(n-1)J$. By \eqref{eq:coupledT} and \eqref{eq:coupledE},
\begin{equation}
\begin{aligned}
t_2^2:\quad&{}^3T_1=U'-J,\quad {}^1T_2=U'+J,\\
&{}^1E=U-J,\quad {}^1A_1=U+2J,\\
e^2:\quad&{}^3A_2=U'-J,\quad {}^1E=U-J,\quad {}^1A_1=U+J .
\end{aligned}
\label{eq:energies}
\end{equation}
In the $e$ shell $s_u$ has energy $U-J$ and $s_v$ has $U'+J$. They are partners in one irrep, so cubic symmetry demands $U'=U-2J$. Equal $U$ for $u$ and $v$ is also a consequence of symmetry: a difference would couple $uu+vv$ to $uu-vv$, which belong to different irreps. In the $t_2$ shell $U'$ remains free. When it equals $U-2J$ there, as it does for the Coulomb repulsion among atomic $d$ orbitals with a common radial function, ${}^1T_2$ and ${}^1E$ coincide within the shell, although O does not require it. Mixing with the $t_2e$ and $e^2$ configurations splits them again.

As an illustration, with values that describe no particular ion, take $U=0.50$ and $J=0.05$ hartree, with $U'=0.38$ hartree in the $t_2$ shell. This $U'$ is chosen different from $U-2J$ to keep ${}^1T_2$ and ${}^1E$ apart, and one $J$ serves both shells for simplicity. For atomic $d$ orbitals with a common radial function $U$ is the same in both shells, but $J$ is larger in the $e$ shell, by roughly 15\% for a $3d$ function. Then
\begin{equation}
\begin{aligned}
{}^3T_1&:\ 0.38-0.05=0.33, & {}^1T_2&:\ 0.38+0.05=0.43,\\
{}^1E&:\ 0.50-0.05=0.45, & {}^1A_1&:\ 0.50+0.10=0.60
\end{aligned}
\end{equation}
hartree, with 9, 3, 2 and 1 states. In the $e$ shell $U'=0.50-0.10=0.40$ hartree, and
\begin{equation}
{}^3A_2:\ 0.35,\qquad {}^1E:\ 0.45,\qquad {}^1A_1:\ 0.55
\end{equation}
hartree, with 3, 2 and 1 states. A numerical diagonalization including spin confirms these energies, and the total spin and rotation characters of each level confirm its label. In the $e$ shell the levels are $U-3J$, $U-J$ and $U+J$, so their order is fixed once $J>0$. In the $t_2$ shell ${}^1T_2$ lies above or below ${}^1E$ according to the sign of $U'-(U-2J)$. The list of terms in \eqref{eq:terms} does not depend on the parameters. Mixing with other configurations can shift the energies, but an interaction invariant under O and independent of spin couples a term only to others of the same irrep and total spin. The level orders found above hold within one shell; in a real $d^2$ ion, terms of the $t_2e$ configuration can lie between these levels.

\section*{Calculated quantities}
\begin{verbatim}
Characters of O (dimensionless); group order 24
class of g         1   8C3   3C2   6C4  6C2'
class size         1     8     3     6     6
class of g^2       1   8C3     1   3C2     1
chi A1             1     1     1     1     1
chi A2             1     1     1    -1    -1
chi E              2    -1     2     0     0
chi T1             3     0    -1     1    -1
chi T2             3     0    -1    -1     1
Squares of E
 chi(g)^2          4     1     4     0     0
 chi(g^2)          2    -1     2     2     2
 symmetric         3     0     3     1     1
 antisymmetric     1     1     1    -1    -1
  symmetric = A1 + E ; antisymmetric = A2
Squares of T1
 chi(g)^2          9     0     1     1     1
 chi(g^2)          3     0     3    -1     3
 symmetric         6     0     2     0     2
 antisymmetric     3     0    -1     1    -1
  symmetric = A1 + E + T2 ; antisymmetric = T1
Squares of T2
 chi(g)^2          9     0     1     1     1
 chi(g^2)          3     0     3    -1     3
 symmetric         6     0     2     0     2
 antisymmetric     3     0    -1     1    -1
  symmetric = A1 + E + T2 ; antisymmetric = T1
Two electrons, label = (2S+1) then irrep, energies in hartree
t2 shell: U = 0.50, U' = 0.38, J = 0.05 hartree; 15 states
  3T1  energy 0.3300 hartree, 9 states
  1T2  energy 0.4300 hartree, 3 states
  1E   energy 0.4500 hartree, 2 states
  1A1  energy 0.6000 hartree, 1 states
e shell: U = 0.50, U' = 0.40, J = 0.05 hartree; 6 states
  3A2  energy 0.3500 hartree, 3 states
  1E   energy 0.4500 hartree, 2 states
  1A1  energy 0.5500 hartree, 1 states
\end{verbatim}
